# Star-Function Interpolation of Bands and Its Velocity Errors at Crossings: a program that tests the result

```python
"""Smoothed Fourier interpolation of band energies with star functions.

Result under test: the star sum c0 + sum_m c_m S_m(k) through given energies
that minimizes sum_m (rho_m/n_m) c_m^2 follows from a bordered linear system.
For bands labelled by energy order its velocity error at a crossing stays at
least half the velocity jump, however dense the mesh; for smooth bands it
falls as N^-5.
Symbols: N mesh divisions per axis, S_m average of exp(ik.R) over the group
C4v, n_m number of vectors in star m, rho_m roughness weight, a lattice
constant, k in units 1/a inside the functions, energies in eV,
Delta coupling of the two bands, kappa width of an avoided crossing.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import null_space

C1 = C2 = 0.75
a = 0.4e-9                       # m
t_a, t_b = 0.5, 0.3              # eV
E_a, E_b = 0.56, -0.56           # eV
tau, temperature = 1e-14, 300.0  # s, K
to_velocity = a * const.e / const.hbar   # (eV per unit ka) -> m/s


def rho(r2):
    return (1 - C1 * r2) ** 2 + C2 * r2 ** 3


def character_bands(kx, ky):
    g = np.cos(kx) + np.cos(ky)
    return E_a - 2 * t_a * g, E_b + 2 * t_b * g


def ordered_bands(kx, ky, delta):
    """Energies in ascending order, by diagonalization."""
    ea, eb = character_bands(kx, ky)
    h = np.zeros(np.shape(ea) + (2, 2))
    h[..., 0, 0], h[..., 1, 1] = ea, eb
    h[..., 0, 1] = h[..., 1, 0] = delta
    return np.linalg.eigvalsh(h)


def ordered_velocity(kx, ky, delta, sign):
    """x velocity in m/s; sign -1 lower band, +1 upper band."""
    ea, eb = character_bands(kx, ky)
    da, db = 2 * t_a * np.sin(kx), -2 * t_b * np.sin(kx)
    d = (ea - eb) / 2
    slope = (da + db) / 2 + sign * d * (da - db) / 2 / np.hypot(d, delta)
    return slope * to_velocity


def mesh_points(N):
    i, j = np.tril_indices(N // 2 + 1)
    return i, j


def stars(N):
    n1, n2 = np.tril_indices(2 * N + 1)
    r2 = n1 ** 2 + n2 ** 2
    keep = (r2 > 0) & (r2 <= 4 * N ** 2)
    n1, n2 = n1[keep], n2[keep]
    size = np.where((n2 == 0) | (n1 == n2), 4, 8)
    return n1, n2, size


def fit(N, data):
    """data: (points, bands). Returns c0, c and cosine-product arrays."""
    i, j = mesh_points(N)
    n1, n2, size = stars(N)
    T = np.cos(2 * np.pi * np.outer(np.arange(N // 2 + 1),
                                    np.arange(2 * N + 1)) / N)
    S = 0.5 * (T[i][:, n1] * T[j][:, n2] + T[i][:, n2] * T[j][:, n1])
    w = rho((n1 ** 2 + n2 ** 2).astype(float)) / size
    npts = len(i)
    K = np.ones((npts + 1, npts + 1))
    K[:npts, :npts] = (S / w) @ S.T
    K[npts, npts] = 0.0
    rhs = np.vstack([data, np.zeros((1, data.shape[1]))])
    sol = np.linalg.solve(K, rhs)
    c0, c = sol[-1], (S.T @ sol[:-1]) / w[:, None]
    assert np.max(np.abs(c0 + S @ c - data)) < 1e-9
    arrays = np.zeros((data.shape[1], 2 * N + 1, 2 * N + 1))
    for b in range(data.shape[1]):
        arrays[b, n1, n2] += c[:, b] / 2
        arrays[b, n2, n1] += c[:, b] / 2
        arrays[b, 0, 0] = c0[b]
    return c0, c, arrays


def interp_energy(A, kx, ky):
    n = np.arange(A.shape[0])
    return np.cos(np.outer(kx, n)) @ A @ np.cos(np.outer(n, ky))


def interp_velocity(A, kx, ky):
    n = np.arange(A.shape[0])
    left = -np.sin(np.outer(kx, n)) * n
    return left @ A @ np.cos(np.outer(n, ky)) * to_velocity


# --- Test: minimizer against a null-space search with explicit group sums
N = 6
i, j = mesh_points(N)
kx, ky = 2 * np.pi * i / N, 2 * np.pi * j / N
low = ordered_bands(kx, ky, 0.0)[:, :1]
c0, c, arr = fit(N, low)
n1, n2, size = stars(N)
full = np.zeros((len(i), len(n1)), complex)
for p, q in ((n1, n2), (n2, n1)):
    for s in (1, -1):
        for u in (1, -1):
            full += np.exp(1j * (np.outer(kx, s * p) + np.outer(ky, u * q))) / 8
assert np.max(np.abs(full.imag)) < 1e-12
constraint = np.hstack([np.ones((len(i), 1)), full.real])
weight = np.concatenate([[0.0], rho((n1**2 + n2**2).astype(float)) / size])
particular = np.linalg.pinv(constraint) @ low[:, 0]
Z = null_space(constraint)
root = np.sqrt(weight)
y = np.linalg.lstsq(root[:, None] * Z, -root * particular, rcond=None)[0]
best = particular + Z @ y
assert np.max(np.abs(best - np.concatenate([c0, c[:, 0]]))) < 1e-8

# --- Test: roughness as a zone average of finite-difference derivatives
P = 480
step = 2 * np.pi / P
grid = step * np.arange(P)
f = interp_energy(arr[0], grid, grid)


def second(g, ax):
    r = lambda s: np.roll(g, s, ax)
    return (-r(2) + 16 * r(1) - 30 * g + 16 * r(-1) - r(-2)) / (12 * step**2)


def first(g, ax):
    r = lambda s: np.roll(g, s, ax)
    return (r(2) - 8 * r(1) + 8 * r(-1) - r(-2)) / (12 * step)


lap = second(f, 0) + second(f, 1)
J_quad = np.mean((f - f.mean() + C1 * lap) ** 2)
J_quad += C2 * np.mean(first(lap, 0) ** 2 + first(lap, 1) ** 2)
J_sum = np.sum(weight[1:] * c[:, 0] ** 2)
assert abs(J_quad / J_sum - 1) < 1e-4   # fourth-order difference error

# --- Test: alias-sharing formula from a discrete Fourier transform
N = 16
i, j = mesh_points(N)
c0, c, arr = fit(N, ordered_bands(2*np.pi*i/N, 2*np.pi*j/N, 0.0)[:, :1])
g = 2 * np.pi * np.arange(N) / N
F = np.fft.fft2(ordered_bands(*np.meshgrid(g, g, indexing="ij"), 0.0)[..., 0])
F = F.real / N ** 2
R1, R2 = np.meshgrid(*(2 * [np.arange(-2*N, 2*N + 1)]), indexing="ij")
inside = (R1**2 + R2**2 <= 4 * N**2) & (R1**2 + R2**2 > 0)
R1, R2 = R1[inside], R2[inside]
total = np.zeros((N, N))
np.add.at(total, (R1 % N, R2 % N), 1 / rho((R1**2 + R2**2).astype(float)))
n1, n2, size = stars(N)
share = F[n1 % N, n2 % N] / total[n1 % N, n2 % N]
share = share / rho((n1**2 + n2**2).astype(float))
share[(n1 % N == 0) & (n2 % N == 0)] = 0.0
alias_difference = np.max(np.abs(share - c[:, 0] / size))
assert alias_difference < 1e-10 and abs(c0[0] - F[0, 0]) < 1e-10

# --- Crossing on the line ky = 0, and checks of the reference velocities
kc = np.arccos((E_a - E_b) / (2 * (t_a + t_b)) - 1)
E_cross = character_bands(kc, 0.0)[0]
slope_jump = 2 * (t_a + t_b) * np.sin(kc)
jump = slope_jump * to_velocity
e = 1e-6
E3 = [ordered_bands(kc + s * e, 0.0, 0.0)[0] for s in (-1, 0, 1)]
v_left = (E3[1] - E3[0]) / e * to_velocity
v_right = (E3[2] - E3[1]) / e * to_velocity
assert abs((v_left - v_right) / jump - 1) < 1e-4
for delta in (0.0, 0.1):
    for band, sign in ((0, -1), (1, 1)):
        d = (ordered_bands(1.3 + 1e-5, 0.7, delta)[band]
             - ordered_bands(1.3 - 1e-5, 0.7, delta)[band]) / 2e-5
        v = ordered_velocity(1.3, 0.7, delta, sign)
        assert abs(d * to_velocity - v) < 1e-6 * jump

# --- Mesh study
deltas = (0.02, 0.1, 0.3)
line = np.concatenate([np.linspace(0, np.pi, 6001), [kc - 1e-8, kc + 1e-8]])
zone = (np.arange(360) + 0.5) * np.pi / 360
ZX, ZY = np.meshgrid(zone, zone, indexing="ij")
kT = const.k * temperature / const.e


def conductance(energies, velocities):
    """Sheet conductance in S, two spins, chemical potential at crossing."""
    total = 0.0
    for E, v in zip(energies, velocities):
        x = (E - E_cross) / (2 * kT)
        minus_df = 1 / (4 * kT * const.e * np.cosh(x) ** 2)
        total += np.mean(v ** 2 * minus_df)
    return 2 * const.e ** 2 * tau * total / a ** 2


exact_sigma = conductance(
    character_bands(ZX, ZY),
    (2 * t_a * np.sin(ZX) * to_velocity, -2 * t_b * np.sin(ZX) * to_velocity))
rows, avoided = [], []
for N in (16, 32, 64):
    i, j = mesh_points(N)
    kx, ky = 2 * np.pi * i / N, 2 * np.pi * j / N
    ea, eb = character_bands(kx, ky)
    cols = [*ordered_bands(kx, ky, 0.0).T, ea, eb]
    cols += [ordered_bands(kx, ky, d)[:, 0] for d in deltas]
    _, _, A = fit(N, np.array(cols).T)
    zero = np.array([0.0])
    V = [interp_velocity(x, line, zero)[:, 0] for x in A]
    err_low = V[0] - ordered_velocity(line, 0.0, 0.0, -1)
    err_up = V[1] - ordered_velocity(line, 0.0, 0.0, 1)
    err_char = max(np.max(np.abs(V[2] - 2*t_a*np.sin(line)*to_velocity)),
                   np.max(np.abs(V[3] + 2*t_b*np.sin(line)*to_velocity)))
    width = np.sum(np.abs(err_low[:6001]) > 0.1 * jump) * np.pi / 6000
    VZ = [interp_velocity(x, zone, zone) for x in A[:4]]
    EZ = [interp_energy(x, zone, zone) for x in A[:4]]
    dv = VZ[0] - ordered_velocity(ZX, ZY, 0.0, -1)
    rms = np.sqrt(2 * np.mean(dv ** 2))     # x and y parts are equal
    gap = (interp_energy(A[1], [kc], zero)
           - interp_energy(A[0], [kc], zero))[0, 0]
    rows.append(dict(
        N=N, pts=len(i), stars=len(stars(N)[0]) + 1, h=2 * np.pi / N,
        sup=np.max(np.abs(err_low)), width=width, rms=rms, gap=gap,
        char=err_char, cancel=np.max(np.abs(err_low + err_up)),
        vkc=interp_velocity(A[0], [kc], zero)[0, 0],
        sig=conductance(EZ[:2], VZ[:2]), sigc=conductance(EZ[2:], VZ[2:])))
    for n, d in enumerate(deltas):
        er = np.max(np.abs(V[4 + n] - ordered_velocity(line, 0.0, d, -1)))
        kappa = 2 * d / slope_jump
        avoided.append((d, N, 2 * np.pi / N / kappa, er / jump))

smooth_rate = np.log2(rows[0]["char"] / rows[1]["char"])
rms_rate = np.log(rows[0]["rms"] / rows[2]["rms"]) / np.log(4)
assert abs(smooth_rate - 5) < 0.3
# the position of the crossing between mesh points makes the rms fluctuate
assert abs(rms_rate - 0.5) < 0.2
assert rows[2]["width"] < 0.6 * rows[0]["width"]
for r in rows:
    assert r["sup"] > 0.499 * jump
    assert r["cancel"] < 1e-4 * jump and r["char"] < 1e-4 * jump
    assert abs(r["sig"] - exact_sigma) > 10 * abs(r["sigc"] - exact_sigma)
for d, N, ratio, er in avoided:
    if ratio > 2.5:
        assert er > 0.03
    if ratio < 0.55:
        assert er < 0.01

print(f"lattice constant a = {a*1e9:.2f} nm; C1 = {C1}, C2 = {C2}")
print(f"t_a = {t_a} eV, t_b = {t_b} eV, E_a = {E_a} eV, E_b = {E_b} eV")
print(f"N=6 roughness: quadrature {J_quad:.6f}, star sum {J_sum:.6f} eV^2")
print(f"N=16 largest difference from alias formula = {alias_difference:.1e} eV")
print(f"crossing: kx = {kc/a*1e-9:.4f} nm^-1 (kx a = {kc:.4f}), ky = 0")
print(f"crossing energy = {E_cross:.4f} eV")
print(f"lower-band velocity left of crossing  = {v_left:.4e} m/s")
print(f"lower-band velocity right of crossing = {v_right:.4e} m/s")
print(f"velocity jump = {jump:.4e} m/s, half of it = {jump/2:.4e} m/s")
for r in rows:
    print(f"N = {r['N']}: {r['pts']} points, {r['stars']} stars (with R=0), "
          f"spacing {r['h']/a*1e-9:.4f} nm^-1")
    print(f"  energy order: largest velocity error on line {r['sup']:.4e} m/s"
          f" = {r['sup']/jump:.4f} of jump")
    print(f"  interpolated lower-band velocity at crossing {r['vkc']:.4e} m/s")
    print(f"  width with error above 0.1 jump {r['width']/a*1e-9:.4f} nm^-1")
    print(f"  zone rms velocity error, lower band {r['rms']:.4e} m/s")
    print(f"  false band separation at crossing {r['gap']*1e3:.3f} meV")
    print(f"  error of lower+upper velocity sum {r['cancel']:.2e} m/s")
    print(f"  character order: largest velocity error {r['char']:.2e} m/s")
print(f"smooth-band velocity error exponent, N 16 to 32: {smooth_rate:.3f}")
print(f"crossing rms error exponent, N 16 to 64: {rms_rate:.3f}")
print("avoided crossing: Delta (eV), N, h/kappa, largest error/jump")
for d, N, ratio, er in sorted(avoided):
    print(f"  {d:.2f}  {N:3d}  {ratio:7.3f}  {er:.2e}")
print(f"sheet conductance, T = {temperature:.0f} K, tau = {tau*1e15:.0f} fs: "
      f"reference {exact_sigma*1e3:.5f} mS")
for r in rows:
    print(f"  N = {r['N']}: energy order {r['sig']*1e3:.5f} mS "
          f"({100*(r['sig']/exact_sigma-1):+.2f} %), "
          f"character order {r['sigc']*1e3:.5f} mS")
print("success")
```

It prints:

```
lattice constant a = 0.40 nm; C1 = 0.75, C2 = 0.75
t_a = 0.5 eV, t_b = 0.3 eV, E_a = 0.56 eV, E_b = -0.56 eV
N=6 roughness: quadrature 5.586628, star sum 5.586629 eV^2
N=16 largest difference from alias formula = 9.1e-14 eV
crossing: kx = 4.6887 nm^-1 (kx a = 1.8755), ky = 0
crossing energy = -0.1400 eV
lower-band velocity left of crossing  = 5.7972e+05 m/s
lower-band velocity right of crossing = -3.4783e+05 m/s
velocity jump = 9.2754e+05 m/s, half of it = 4.6377e+05 m/s
N = 16: 45 points, 429 stars (with R=0), spacing 0.9817 nm^-1
  energy order: largest velocity error on line 5.6112e+05 m/s = 0.6050 of jump
  interpolated lower-band velocity at crossing 2.1329e+05 m/s
  width with error above 0.1 jump 1.3129 nm^-1
  zone rms velocity error, lower band 1.1593e+05 m/s
  false band separation at crossing 129.885 meV
  error of lower+upper velocity sum 1.27e+00 m/s
  character order: largest velocity error 3.18e+00 m/s
N = 32: 153 points, 1662 stars (with R=0), spacing 0.4909 nm^-1
  energy order: largest velocity error on line 4.9127e+05 m/s = 0.5296 of jump
  interpolated lower-band velocity at crossing 1.4344e+05 m/s
  width with error above 0.1 jump 0.6100 nm^-1
  zone rms velocity error, lower band 8.2723e+04 m/s
  false band separation at crossing 97.528 meV
  error of lower+upper velocity sum 3.94e-02 m/s
  character order: largest velocity error 9.85e-02 m/s
N = 64: 561 points, 6539 stars (with R=0), spacing 0.2454 nm^-1
  energy order: largest velocity error on line 5.1807e+05 m/s = 0.5585 of jump
  interpolated lower-band velocity at crossing 6.1650e+04 m/s
  width with error above 0.1 jump 0.3652 nm^-1
  zone rms velocity error, lower band 5.8016e+04 m/s
  false band separation at crossing 15.338 meV
  error of lower+upper velocity sum 1.23e-03 m/s
  character order: largest velocity error 3.07e-03 m/s
smooth-band velocity error exponent, N 16 to 32: 5.014
crossing rms error exponent, N 16 to 64: 0.499
avoided crossing: Delta (eV), N, h/kappa, largest error/jump
  0.02   16   14.984  4.12e-01
  0.02   32    7.492  2.97e-01
  0.02   64    3.746  1.36e-01
  0.10   16    2.997  1.48e-01
  0.10   32    1.498  5.23e-02
  0.10   64    0.749  1.78e-03
  0.30   16    0.999  1.88e-02
  0.30   32    0.499  1.30e-03
  0.30   64    0.250  1.46e-05
sheet conductance, T = 300 K, tau = 10 fs: reference 1.96114 mS
  N = 16: energy order 0.40813 mS (-79.19 %), character order 1.96114 mS
  N = 32: energy order 0.64699 mS (-67.01 %), character order 1.96114 mS
  N = 64: energy order 1.18852 mS (-39.40 %), character order 1.96114 mS
success
```
